\section*{Thomas-Fermi screening length of a monolayer, and where it fails}

\section{Question}

I am stuck on an exercise about contacts to two-dimensional semiconductors. It asks for the Thomas-Fermi screening length at zero temperature of a monolayer with two equivalent valleys, spin degeneracy, an effective mass of $0.5$ electron masses and an environment of relative permittivity $4$. It then says: ``Comment on the continuum approximation.''

No carrier density is given, and I expected to need one. When I try to do without it, I get a length smaller than the distance between atoms. Have I made a mistake? If not, does such a length mean anything, and is it the distance over which the potential dies away beside a metal contact?

\section{Answer}

You have not necessarily made a mistake. In two dimensions the density really does drop out, and the length really is smaller than an atomic spacing. What has to change is its interpretation: it is not a decay length.

\subsection{How many electrons a potential attracts}

Take parabolic bands of mass $m$, with total degeneracy $g=g_sg_v=2\times2=4$. In a periodic square of side $L$, each allowed wave vector occupies an area $(2\pi/L)^2$. Filling a disc of radius $k_F$ gives
\begin{equation}
n=\frac{g}{L^2}\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{gk_F^2}{4\pi}.
\end{equation}
Since $E_F=\hbar^2k_F^2/(2m)$, we can replace $k_F^2$ by $2mE_F/\hbar^2$:
\begin{equation}
n=DE_F,\qquad D=\frac{gm}{2\pi\hbar^2}.
\end{equation}
The density of states $D$ does not depend on energy. This is why no carrier density is needed.

Let $\phi$ be the electrostatic potential in the layer and $\Phi=e\phi$ the corresponding energy. A positive $\Phi$ lowers the band edge by $\Phi$. The Thomas-Fermi approximation treats each point as a piece of uniform electron gas with a common Fermi level, so that
\begin{equation}
n(\mathbf r)=D\,[E_F+\Phi(\mathbf r)]\quad\text{if }\Phi>-E_F,
\label{local}
\end{equation}
and $n=0$ otherwise. While some electrons remain, the added density is $\delta n=D\Phi$.

\subsection{The field of a charged sheet}

The electrons lie in a plane, but their field fills the space around it. Let the sheet, at $z=0$, carry $\sigma$ positive elementary charges per area, varying as $e^{i\mathbf q\cdot\mathbf r}$. Away from the sheet Laplace's equation requires $\partial_z^2\Phi=q^2\Phi$, and the solution that vanishes far away is $\Phi e^{-q|z|}$.

If the media above and below have permittivities $\epsilon_1$ and $\epsilon_2$, the jump in electric displacement equals the sheet charge:
\begin{equation}
\epsilon_0(\epsilon_1+\epsilon_2)q\phi=e\sigma.
\end{equation}
Define $\kappa=(\epsilon_1+\epsilon_2)/2$ and $C=e^2/(4\pi\epsilon_0)$. Multiplying by $e$ and using $e^2/\epsilon_0=4\pi C$ gives
\begin{equation}
\Phi=\frac{4\pi C\sigma}{2\kappa q}=\frac{2\pi C}{\kappa q}\sigma.
\label{bare}
\end{equation}
I take your permittivity of 4 to be this mean, with no gate or metal nearby.

Now put an external charge $\sigma_{\rm ext}$ in the sheet. The electrons it attracts are negative, so $\sigma=\sigma_{\rm ext}-D\Phi$. Inserting this in \eqref{bare} and collecting the terms in $\Phi$,
\begin{align}
\kappa q\Phi&=2\pi C\sigma_{\rm ext}-2\pi CD\Phi,\\
\Phi&=\frac{2\pi C\sigma_{\rm ext}}{\kappa(q+q_s)},\qquad q_s=\frac{2\pi CD}{\kappa}.
\label{screened}
\end{align}
Dividing by the potential without electrons, $2\pi C\sigma_{\rm ext}/(\kappa q)$, leaves the factor $q/(q+q_s)$. Thus $q_s$ is the wave number at which the electrons halve the potential.

\subsection{The number}

The Bohr radius is $a_0=\hbar^2/(m_eC)$. Therefore
\begin{equation}
q_s=\frac{2\pi C}{\kappa}\frac{gm}{2\pi\hbar^2}
=\frac{g(m/m_e)}{\kappa a_0}
=\frac{4\times0.5}{4a_0}=\frac{1}{2a_0}.
\end{equation}
The requested length is
\begin{equation}
\frac1{q_s}=2a_0=2\times0.0529\ \text{nm}\approx0.11\ \text{nm}.
\end{equation}
As a check in other units, $D=4.177\ \text{eV}^{-1}\text{nm}^{-2}$ and $C=1.440$ eV\,nm give $q_s=2\pi(1.440)(4.177)/4=9.45\ \text{nm}^{-1}$.

A larger mass or degeneracy supplies more states and shortens the length; a larger $\kappa$ weakens the electrons' field and lengthens it. If each valley held one spin species instead of two, $g$ would halve and the length would double to 0.21 nm.

\subsection{It is not an exponential decay length}

Place one positive elementary charge in the plane. Summing \eqref{screened} over wave vectors and doing the angular integral gives
\begin{equation}
\Phi(r)=\frac C\kappa\int_0^\infty\frac{qJ_0(qr)}{q+q_s}\,dq.
\end{equation}
Write $1/(q+q_s)=\int_0^\infty e^{-(q+q_s)z}dz$, where $z$ is an auxiliary length. The potential of a unit charge seen from height $z$ supplies the identity $\int_0^\infty e^{-qz}J_0(qr)dq=(r^2+z^2)^{-1/2}$. Differentiating it with respect to $z$ and changing the sign,
\begin{equation}
\int_0^\infty qe^{-qz}J_0(qr)\,dq=\frac{z}{(r^2+z^2)^{3/2}}.
\end{equation}
Let $F$ be the screened potential divided by the unscreened one, $C/(\kappa r)$. With $t=q_sz$ and $x=q_sr$,
\begin{equation}
F(x)=x\int_0^\infty\frac{te^{-t}}{(x^2+t^2)^{3/2}}\,dt.
\label{fraction}
\end{equation}
Close to the charge, $x\to0$, the integral without $e^{-t}$ is $1/x$, so $F\to1$: there is no screening. For large $x$ the exponential restricts $t$ to values much smaller than $x$, and
\begin{equation}
F\simeq\frac1{x^2}\int_0^\infty te^{-t}dt=\frac1{x^2},
\qquad \Phi\simeq\frac{C}{\kappa q_s^2r^3}.
\end{equation}
The decay is a power law because field lines can leave the plane and return through the surroundings, where there are no mobile electrons. At $x=30$ the product $x^2F$ is 0.990, so the limit is nearly reached. The power depends on the shape of the source. Adding up $1/r^3$ contributions along a straight line of charge in the plane gives a potential falling as the inverse square of the distance from the line. Adding such lines over a charged half-plane gives one falling only as the inverse distance from its edge. An extended edge therefore reaches farther than a point charge, though a real contact also needs the metal's own boundary condition.

\subsection{Why the continuum picture is in trouble}

To judge the approximation we need a density after all. I choose $n=10^{13}\ \text{cm}^{-2}=0.1\ \text{nm}^{-2}$, a hexagonal lattice constant of 0.32 nm and a layer thickness of 0.6 nm. Then
\begin{equation}
k_F=\sqrt{4\pi n/g}=\sqrt{0.1\pi}\ \text{nm}^{-1}=0.56\ \text{nm}^{-1},
\end{equation}
and $E_F=n/D=0.1/4.177=0.024$ eV.

The screening length is one third of the lattice constant, so the lattice cannot be averaged away at that scale. A disc of radius $1/q_s$ contains on average $n\pi/q_s^2=0.0035$ electrons. That alone does not forbid a smooth average density, since quantum mechanics gives an average even for one electron. The real obstacle is that electrons filling states only up to $k_F$ respond weakly to potentials with wave numbers far above $2k_F$. Here $1/(2k_F)=0.89$ nm, over eight times $1/q_s$.

\subsection{Replacing the local response}

We can calculate this failure. Apply a weak potential energy $-\Phi\cos(qx)$ to free electrons, where $x$ is now a coordinate. First-order perturbation theory mixes $\mathbf k$ with $\mathbf k\pm\mathbf q$:
\begin{equation}
\psi_{\mathbf k}=\frac1L\left[e^{i\mathbf k\cdot\mathbf r}
+\frac\Phi2\sum_{\pm}\frac{e^{i(\mathbf k\pm\mathbf q)\cdot\mathbf r}}
{E_{\mathbf k\pm\mathbf q}-E_{\mathbf k}}\right].
\end{equation}
The cross terms in $|\psi_{\mathbf k}|^2$ give the density change. The two signs contribute equally after summing over the disc, because $\mathbf k$ and $-\mathbf k$ are both occupied. Writing $\delta n=\chi(q)\Phi\cos(qx)$ and $b=\hbar^2/(2m)$,
\begin{equation}
\chi(q)=2g\,P\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}
\frac1{b(q^2+2qk_x)}.
\end{equation}
Here $P$ denotes the principal value; contributions from pairs of occupied states cancel. The $k_y$ integral gives the chord $2\sqrt{k_F^2-k_x^2}$. With $c=q/2$,
\begin{equation}
\chi=\frac{g}{2\pi^2bq}I,\qquad
I=P\!\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-k^2}}{k+c}\,dk.
\end{equation}
Multiply top and bottom by the square root and use $k_F^2-k^2=(k_F^2-c^2)-(k+c)(k-c)$. The part odd in $k$ vanishes, leaving
\begin{equation}
I=(k_F^2-c^2)K+\pi c,\qquad
K=P\!\!\int_{-k_F}^{k_F}\frac{dk}{(k+c)\sqrt{k_F^2-k^2}}.
\end{equation}
Set $k=k_F\sin\theta$, extend $\theta$ to a full circle with a factor $1/2$, and put $w=\tan(\theta/2)$:
\begin{equation}
K=\frac1c\,P\!\!\int_{-\infty}^{\infty}
\frac{dw}{(w+k_F/c)^2+1-k_F^2/c^2}.
\end{equation}
For $c>k_F$ this is an arctangent integral, $K=\pi/\sqrt{c^2-k_F^2}$. For $c<k_F$ it has the form $P\int ds/(s^2-a^2)$, whose logarithmic antiderivative vanishes at both ends and cancels across the poles, so $K=0$. Since $D=g/(4\pi b)$,
\begin{equation}
\frac{\chi(q)}D=
\begin{cases}
1,&q\le2k_F,\\
1-\sqrt{1-(2k_F/q)^2},&q>2k_F.
\end{cases}
\label{response}
\end{equation}
For free electrons the Thomas-Fermi response is therefore correct up to $2k_F=1.12\ \text{nm}^{-1}$, and too strong beyond it. The value $q_s=9.45\ \text{nm}^{-1}$ lies far outside the valid range.

The potential is now halved where $q=q_s\chi(q)/D$. For $q\gg2k_F$, expanding the square root gives $\chi/D\simeq2k_F^2/q^2$, hence
\begin{equation}
q^3\simeq2k_F^2q_s=2(0.5605)^2(9.449)\ \text{nm}^{-3}=5.94\ \text{nm}^{-3}.
\end{equation}
This gives $q\simeq1.8\ \text{nm}^{-1}$, or $1/q\simeq0.55$ nm. Since this $q$ is only 1.6 times $2k_F$, the expansion is rough here; solving the full condition gives 0.53 nm. The half-screening length has grown fivefold and now depends on density.

The effect is also visible in real space. At one lattice constant from the point charge, $q_sr=3.02$, and \eqref{fraction} leaves 6.9\% of the unscreened potential. With \eqref{response}, at the same density and still for a thin sheet, 37\% remains. This is a linear-response figure: for a full elementary charge the potential there is still about 0.41 eV, or 17 times $E_F$, so the number shows the trend rather than an actual value. Farther out, the kink of \eqref{response} at $2k_F$ produces an oscillating tail that falls as $1/r^2$. At zero temperature it outweighs the smooth $1/r^3$ tail found above.

Could more carriers rescue the original number? Requiring $2k_F=q_s$ gives $n=gq_s^2/(16\pi)=7.1\times10^{14}\ \text{cm}^{-2}$. That is 0.63 electrons per unit cell and, in the parabolic model, a Fermi energy of 1.7 eV. A single effective mass is then doubtful, and the lattice spacing is still too large.

\subsection{Thickness and bound electrons}

Two more corrections can be sized separately, first keeping the response equal to $D$. Spread the mobile charge uniformly over a thickness $d$, keep that profile rigid, and use $\kappa$ everywhere. Averaging $e^{-q|z-z'|}$ over both positions gives
\begin{align}
f&=\frac2{d^2}\int_0^d\!dz\int_0^z\!dz'\,e^{-q(z-z')}
=\frac2{qd^2}\int_0^d(1-e^{-qz})\,dz\nonumber\\
&=\frac{2(y-1+e^{-y})}{y^2},\qquad y=qd.
\end{align}
The electrons' own averaged potential is reduced by $f$, so half-screening occurs at $q=q_sf(qd)$. For $d=0.6$ nm the length is 0.22 nm.

The bound electrons of the layer polarize too. Let their dipole moment per area, divided by $e$, be $-(r_0/2\pi C)\nabla\Phi$; this defines the polarization length $r_0$. The bound charge is minus the divergence of the dipole density, which is $-r_0q^2\Phi/(2\pi C)$ for one Fourier component. Adding it to the sheet charge gives
\begin{equation}
\Phi=\frac{2\pi C\sigma_{\rm ext}}{\kappa q+r_0q^2+\kappa q_s}.
\end{equation}
Mobile electrons halve the potential of the carrier-free layer when $\kappa q+r_0q^2=\kappa q_s$. The positive root is
\begin{equation}
q=\frac{-\kappa+\sqrt{\kappa^2+4r_0\kappa q_s}}{2r_0}.
\end{equation}
For $r_0=4$ nm the corresponding length is 0.38 nm. Using \eqref{response} as well, which replaces $q_s$ by $q_s\chi/D$, raises it to 0.69 nm. That is about two lattice constants, still too short for confidence in a structureless sheet. The $r_0q^2$ form is itself a long-wave description, so this is an estimate of scale.

\subsection{Temperature and large contact potentials}

At temperature $T$, integrating the Fermi function over the constant density of states gives
\begin{equation}
n=Dk_BT\ln(1+e^{\mu/k_BT}),\qquad
\frac{\partial n}{\partial\mu}=\frac{D}{1+e^{-\mu/k_BT}}.
\end{equation}
The first relation says $e^{\mu/k_BT}=e^{E_F/k_BT}-1$, where $E_F=n/D$ still denotes the zero-temperature value. Substitution yields
\begin{equation}
\frac{\partial n}{\partial\mu}=D\left(1-e^{-E_F/k_BT}\right).
\end{equation}
At 300 K, $k_BT=0.026$ eV exceeds $E_F$ slightly. The factor is 0.60, and the long-wave screening length becomes $0.106/0.604=0.175$ nm. Cold, degenerate electrons are thus a poor assumption at this density and room temperature.

A contact adds another problem. Suppose it shifts the band edge by 0.30 eV, which is 12.5 times $E_F$. Consider zero temperature first. If the shift attracts electrons, \eqref{local} remains linear within the model, but it then gives $n=4.177\times0.324=1.35\ \text{nm}^{-2}$, or $1.35\times10^{14}\ \text{cm}^{-2}$. The added charge produces a field of about 2.8 V/nm on each side, above the breakdown field of common gate insulators (about 1 V/nm). In a real monolayer a Fermi energy of 0.32 eV can also reach higher valleys, which changes $D$. If it repels them, the layer is empty once the shift exceeds $E_F$. No further electrons can leave, and linear screening ends. At 300 K the emptying is gradual: about half the electrons remain at a shift of $E_F$, but almost none at 0.30 eV. The width of such a depleted region must be found from the contact geometry and the fixed charges; it is not $1/q_s$.

\subsection{Comparison with real monolayers}

The chosen values are rough typical ones for semiconducting dichalcogenide monolayers, not data for one compound; $10^{13}\ \text{cm}^{-2}$ represents a strongly doped or gated layer. Spin degeneracy within a valley is an idealization for these compounds. Spin-orbit coupling splits the conduction band by a few to some tens of meV, comparable to $E_F$ here, and the valence band by more than 0.1 eV, so $g=2$ is the better choice for holes. The idealized 0.11 nm should not be assigned to such a device as a measurable distance. Finite $k_F$ and layer polarizability together move the half-screening length to roughly 0.7 nm in this model. Electron interactions beyond the average field are also substantial: the electron spacing $1/\sqrt{\pi n}=1.78$ nm, divided by the effective Bohr radius $\kappa a_0m_e/m=0.42$ nm, gives $r_s=4.2$. Even \eqref{response} is therefore an estimate. Under a metal contact, the metal's own screening and its bonding to the layer must be added.

\subsection{What remains useful}

For a smooth, weak potential the continuum sheet is much safer. Take a period of 20 nm, so $q=2\pi/20=0.314\ \text{nm}^{-1}$. This is below $2k_F$ and far below the inverse lattice constant. At zero temperature the fraction left is
\begin{equation}
\frac{q}{q+q_s}=\frac{0.314}{0.314+9.449}=0.032.
\end{equation}
Including the layer polarizability changes it to 0.042, relative to the carrier-free layer. In this average-field model the electrons remove more than 95\% of the potential either way, provided the screened amplitude stays below $E_F$ so that no region is emptied. The exact remainder should not be trusted at this density. Exchange between the electrons, left out here, lowers the energy cost of adding carriers and can even reverse the sign of the few percent left over.

In this range a tiny $1/q_s$ has a clear meaning: the electrons screen strongly. For $q\ll q_s$, \eqref{screened} reduces to $\Phi\simeq\sigma_{\rm ext}/D$, in which $\kappa$ has disappeared. The electrons almost neutralize the external charge locally, and, in this model without exchange and correlation, the potential left over is the shift needed to fill the required states.

So for your exercise I would write: $1/q_s=2a_0\approx0.11$ nm, independent of density within the model. Because this is below the lattice constant, the thickness and $1/(2k_F)$, it measures the strength of long-wave screening. The potential within a few atomic spacings of a charge or a contact edge needs a calculation that resolves the atoms. The values used here are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
spin degeneracy: 2; valley degeneracy: 2
mass: 0.50 electron masses; permittivity: 4.0
bohr radius: 0.05292 nm
C = e^2/(4 pi eps0): 1.4400 eV nm
density of states D: 4.1773 1/(eV nm^2)
screening wave number q_s: 9.449 1/nm
screening length 1/q_s: 0.1058 nm = 2.000 bohr
carrier density: 1.00e+13 cm^-2
lattice constant (hexagonal): 0.32 nm
layer thickness: 0.60 nm
polarization length r0: 4.0 nm
temperature: 300 K; kT: 0.0259 eV
Fermi energy: 0.0239 eV
Fermi wave number kF: 0.5605 1/nm
1/(2 kF): 0.892 nm
q_s/(2 kF): 8.43
electron spacing 1/sqrt(pi n): 1.784 nm
interaction parameter r_s: 4.21
screening length / lattice constant: 0.331
electrons in disc of radius 1/q_s: 0.00352
density where 2 kF = q_s: 7.104e+14 cm^-2
  electrons per cell there: 0.630
  Fermi energy there: 1.701 eV
q_s r at one lattice constant: 3.024
potential left there, Thomas-Fermi: 0.0687
potential left there, finite kF: 0.3673
fraction times (q_s r)^2 at q_s r = 30: 0.9903
half-screening length, finite kF: 0.533 nm
half-screening length, thickness: 0.220 nm
half-screening length, layer polarizability: 0.383 nm
half-screening length, finite kF + polarizability: 0.694 nm
thermal factor of D: 0.6039
long-wave screening length at temperature: 0.1753 nm
screening length, one spin per valley: 0.2117 nm
contact step: 0.30 eV
contact step / Fermi energy: 12.53
smooth potential: period 20 nm, q 0.3142 1/nm
fraction left, thin sheet: 0.0322
fraction left, polarizable sheet: 0.0419
\end{verbatim}
